# Counting CP Phases in Lepton Mixing and Building the Jarlskog Invariant: a program that tests the result

```python
"""Physical phases of an n-generation lepton mixing matrix U, and the invariant J.

Claims under test (non-zero, non-degenerate masses, generic mixing):
  Dirac neutrinos:    (n-1)(n-2)/2 physical phases
  Majorana neutrinos: n(n-1)/2 physical phases
  n = 3: J = Im(U_e1 U_mu2 U_e2* U_mu1*) = c12 s12 c23 s23 c13^2 s13 sin(delta)
Symbols: nu_alpha = sum_i U_alpha,i nu_i; D = diag(neutrino masses);
  H = U D^2 U^dagger (Dirac), M = U* D U^dagger (Majorana mass matrix).
Masses are in an arbitrary unit m0; J and the counts are dimensionless.
The counts are found from ranks of numerical derivatives of H and M.
"""
import numpy as np
from scipy.linalg import expm

rng = np.random.default_rng(7)


def random_unitary(n, real=False):
    z = rng.normal(size=(n, n))
    if not real:
        z = z + 1j * rng.normal(size=(n, n))
    return np.linalg.qr(z)[0]


def mass_matrix(U, masses, kind):
    if kind == "Dirac":
        return U @ np.diag(masses**2) @ U.conj().T
    return U.conj() @ np.diag(masses) @ U.conj().T


def symmetric_generators(n):
    gens = []
    for a in range(n):
        for b in range(a, n):
            g = np.zeros((n, n), complex)
            g[a, b] = g[b, a] = 1
            gens.append(g)
    return gens


def antisymmetric_generators(n):
    gens = []
    for a in range(n):
        for b in range(a + 1, n):
            g = np.zeros((n, n), complex)
            g[a, b], g[b, a] = -1j, 1j
            gens.append(g)
    return gens


def derivative_rank(U, masses, kind, generators, side):
    """Rank of the change of the mass matrix when U is moved along generators."""
    step, columns = 1e-5, []
    for g in generators:
        ends = []
        for sign in (1, -1):
            move = expm(1j * sign * step * g)
            moved = move @ U if side == "left" else U @ move
            ends.append(mass_matrix(moved, masses, kind))
        d = (ends[0] - ends[1]) / (2 * step)
        columns.append(np.concatenate([d.real.ravel(), d.imag.ravel()]))
    s = np.linalg.svd(np.array(columns), compute_uv=False)
    return int(np.sum(s > 1e-6 * max(s[0], 1.0)))


def physical_directions(U, masses, kind, generators):
    """Observable directions minus those undone by charged-lepton rephasing."""
    n = len(U)
    rephasings = [np.diag(row).astype(complex) for row in np.eye(n)]
    return (derivative_rank(U, masses, kind, generators, "right")
            - derivative_rank(U, masses, kind, rephasings, "left"))


print("Counts from ranks: n, kind, all parameters of U, angles, phases")
for n in range(2, 6):
    masses = np.arange(1.0, n + 1)
    real_U, complex_U = random_unitary(n, real=True), random_unitary(n)
    sym, anti = symmetric_generators(n), antisymmetric_generators(n)
    for kind in ("Dirac", "Majorana"):
        # at a real U the symmetric generators are the CP-odd directions
        phases = physical_directions(real_U, masses, kind, sym)
        total = physical_directions(complex_U, masses, kind, sym + anti)
        angles = derivative_rank(real_U, masses, kind, anti, "right")
        expected = (n-1)*(n-2)//2 if kind == "Dirac" else n*(n-1)//2
        assert phases == expected
        assert angles == n*(n-1)//2
        assert total == angles + phases
        print(f"  n={n} {kind:8s} total={total:2d} angles={angles:2d} phases={phases:2d}")

O3 = random_unitary(3, real=True)
massless = physical_directions(O3, np.array([0., 2., 3.]), "Majorana",
                               symmetric_generators(3))
degenerate = physical_directions(O3, np.array([2., 2., 3.]), "Dirac",
                                 symmetric_generators(3))
assert massless == 2 and degenerate == 0
print("Majorana phases, n=3, one massless neutrino:", massless)
print("Dirac phases, n=3, two degenerate neutrinos:", degenerate)


def standard_U(t12, t23, t13, delta):
    c12, s12, c23, s23 = np.cos(t12), np.sin(t12), np.cos(t23), np.sin(t23)
    c13, s13 = np.cos(t13), np.sin(t13)
    R23 = np.array([[1, 0, 0], [0, c23, s23], [0, -s23, c23]])
    U13 = np.array([[c13, 0, s13*np.exp(-1j*delta)], [0, 1, 0],
                    [-s13*np.exp(1j*delta), 0, c13]])
    R12 = np.array([[c12, s12, 0], [-s12, c12, 0], [0, 0, 1]])
    return R23 @ U13 @ R12


def quartet(U, a, b, i, j):
    return U[a, i] * U[b, j] * np.conj(U[a, j] * U[b, i])


def jarlskog(U):
    return quartet(U, 0, 1, 0, 1).imag


def J_formula(t12, t23, t13, delta):
    return (np.cos(t12)*np.sin(t12)*np.cos(t23)*np.sin(t23)
            * np.cos(t13)**2*np.sin(t13)*np.sin(delta))


def make_first_row_and_column_real(U):
    V = np.exp(-1j*np.angle(U[:, :1])) * U
    return V * np.exp(-1j*np.angle(V[:1, :]))


def random_rephasing(U):
    left, right = np.exp(1j*rng.uniform(0, 2*np.pi, (2, len(U))))
    return left[:, None] * U * right[None, :]


for _ in range(50):
    p = rng.uniform(0, np.pi/2, 3)
    d = rng.uniform(0, 2*np.pi)
    assert abs(jarlskog(standard_U(*p, d)) - J_formula(*p, d)) < 1e-13

cyclic = [(0, 1), (1, 2), (2, 0)]
J_bound = 1 / (6*np.sqrt(3))
for _ in range(3000):
    V = random_unitary(3)
    assert abs(jarlskog(V)) <= J_bound + 1e-12
    for a, b in cyclic:
        for i, j in cyclic:
            assert abs(quartet(V, a, b, i, j).imag - jarlskog(V)) < 1e-12
fourier = np.exp(2j*np.pi*np.outer(range(3), range(3))/3) / np.sqrt(3)
assert abs(abs(jarlskog(fourier)) - J_bound) < 1e-13

degrees = np.array([35., 45., 10., 60.])
params = np.radians(degrees)
U = standard_U(*params)
J = jarlskog(U)
assert abs(jarlskog(random_rephasing(U)) - J) < 1e-13
U_cp = standard_U(*params[:3], 0.0)
left_over_cp = np.abs(make_first_row_and_column_real(random_rephasing(U_cp)).imag).max()
left_over = np.abs(make_first_row_and_column_real(random_rephasing(U)).imag).max()
assert left_over_cp < 1e-13 and left_over > 1e-2
print("theta12, theta23, theta13, delta (degrees):", *degrees)
print("Moduli |U|, rows e, mu, tau:")
for row in np.abs(U):
    print("  " + "  ".join(f"{x:.5f}" for x in row))
print(f"J from the quartet = {J:.6f}")
print(f"J from the angles  = {J_formula(*params):.6f}")
print(f"Largest possible |J| = {J_bound:.6f};  J/maximum = {J/J_bound:.4f}")
print(f"Largest |Im U| after rephasing, delta=60 deg: {left_over:.5f}")

# Area of the e-mu unitarity triangle from its side lengths alone (Heron)
sides = np.abs(U[0] * U[1].conj())
half = sides.sum() / 2
area = np.sqrt(half * np.prod(half - sides))
assert abs(area - abs(J)/2) < 1e-12
print("Triangle sides |U_ei U_mui*|:", *[f"{x:.5f}" for x in sides])
print(f"Triangle area (Heron) = {area:.6f}")

# Mass-matrix forms of J, the determinant in a random weak basis
m_nu, m_l = np.array([1., 2., 3.]), np.array([1., 2., 4.])


def difference_product(m):
    s = m**2
    return (s[1]-s[0]) * (s[2]-s[0]) * (s[2]-s[1])


H = mass_matrix(U, m_nu, "Dirac")
cycle = (H[0, 1] * H[1, 2] * H[2, 0]).imag
assert abs(cycle - J*difference_product(m_nu)) < 1e-11
W = random_unitary(3)
H_l = W @ np.diag(m_l**2) @ W.conj().T
H_nu = W @ H @ W.conj().T
det = np.linalg.det(H_l @ H_nu - H_nu @ H_l)
det_formula = 2j*J*difference_product(m_l)*difference_product(m_nu)
assert abs(det - det_formula) < 1e-9*abs(det_formula)
print("Neutrino masses (m0):", *m_nu, "  charged-lepton masses (m0):", *m_l)
print(f"Products of squared-mass differences (m0^6): nu {difference_product(m_nu):.0f},"
      f" charged {difference_product(m_l):.0f}")
print(f"Im(H_emu H_mutau H_taue) = {cycle:.5f} m0^6")
print(f"Im det[H_l, H_nu] = {det.imag:.3f} m0^12")

# Oscillation asymmetry and Majorana phases
L_over_2E = 0.2
alpha = np.radians([0., 90., 180.])
U_maj = U * np.exp(0.5j*alpha)[None, :]
M0 = mass_matrix(U, m_nu, "Majorana")
M1 = mass_matrix(U_maj, m_nu, "Majorana")


def probability_e_to_mu(hamiltonian):
    return abs(expm(-1j*L_over_2E*hamiltonian)[1, 0])**2


P = probability_e_to_mu(M0.conj().T @ M0)
P_maj = probability_e_to_mu(M1.conj().T @ M1)
P_bar = probability_e_to_mu((M0.conj().T @ M0).conj())
phi = L_over_2E * m_nu**2
phi21, phi31, phi32 = phi[1]-phi[0], phi[2]-phi[0], phi[2]-phi[1]
asym = 16*J*np.sin(phi21/2)*np.sin(phi31/2)*np.sin(phi32/2)
assert abs(P - P_bar - asym) < 1e-12
assert abs(P - P_maj) < 1e-12
assert abs(abs(M0[0, 0]) - abs(M1[0, 0])) > 1e-2
print(f"L/2E = {L_over_2E} /m0^2; phi21, phi31, phi32 (rad) ="
      f" {phi21:.2f}, {phi31:.2f}, {phi32:.2f}")
print(f"P(nu_e->nu_mu) = {P:.6f}, antineutrinos = {P_bar:.6f}")
print(f"Difference = {P-P_bar:.6f}, from J = {asym:.6f}")
print("Majorana phases alpha21, alpha31 (degrees):",
      *[f"{x:.0f}" for x in np.degrees(alpha[1:])])
print(f"P(nu_e->nu_mu) with these phases = {P_maj:.6f}")
print(f"|M_ee| without them = {abs(M0[0, 0]):.5f} m0, with them = {abs(M1[0, 0]):.5f} m0")


# Two generations: one Majorana phase, no Dirac phase
def two_generation_invariant(theta, a, m1, m2):
    c, s = np.cos(theta), np.sin(theta)
    V = np.array([[c, s], [-s, c]]) @ np.diag([1, np.exp(0.5j*a)])
    M = mass_matrix(random_rephasing_rows(V), np.array([m1, m2]), "Majorana")
    return (M[0, 0]*M[1, 1]*np.conj(M[0, 1])**2).imag


def random_rephasing_rows(V):
    return np.exp(1j*rng.uniform(0, 2*np.pi, len(V)))[:, None] * V


for _ in range(30):
    th, a, m1, m2 = rng.uniform(0, 3, 4)
    formula = m1*m2*(m2**2-m1**2)*(np.sin(th)*np.cos(th))**2*np.sin(a)
    assert abs(two_generation_invariant(th, a, m1, m2) - formula) < 1e-11
inv2 = two_generation_invariant(params[0], np.pi/2, 1.0, 2.0)
print("Two generations: theta=35 deg, alpha=90 deg, masses 1 and 2 m0")
print(f"  Im(M_ee M_mumu M_emu*^2) = {inv2:.5f} m0^4")
print("checks complete")
```

Running it gives:

```
Counts from ranks: n, kind, all parameters of U, angles, phases
  n=2 Dirac    total= 1 angles= 1 phases= 0
  n=2 Majorana total= 2 angles= 1 phases= 1
  n=3 Dirac    total= 4 angles= 3 phases= 1
  n=3 Majorana total= 6 angles= 3 phases= 3
  n=4 Dirac    total= 9 angles= 6 phases= 3
  n=4 Majorana total=12 angles= 6 phases= 6
  n=5 Dirac    total=16 angles=10 phases= 6
  n=5 Majorana total=20 angles=10 phases=10
Majorana phases, n=3, one massless neutrino: 2
Dirac phases, n=3, two degenerate neutrinos: 0
theta12, theta23, theta13, delta (degrees): 35.0 45.0 10.0 60.0
Moduli |U|, rows e, mu, tau:
  0.80671  0.56486  0.17365
  0.46412  0.54742  0.69636
  0.36581  0.61746  0.69636
J from the quartet = 0.034263
J from the angles  = 0.034263
Largest possible |J| = 0.096225;  J/maximum = 0.3561
Largest |Im U| after rephasing, delta=60 deg: 0.66863
Triangle sides |U_ei U_mui*|: 0.37441 0.30922 0.12092
Triangle area (Heron) = 0.017132
Neutrino masses (m0): 1.0 2.0 3.0   charged-lepton masses (m0): 1.0 2.0 4.0
Products of squared-mass differences (m0^6): nu 120, charged 540
Im(H_emu H_mutau H_taue) = 4.11160 m0^6
Im det[H_l, H_nu] = 4440.528 m0^12
L/2E = 0.2 /m0^2; phi21, phi31, phi32 (rad) = 0.60, 1.60, 1.00
P(nu_e->nu_mu) = 0.113641, antineutrinos = 0.057923
Difference = 0.055718, from J = 0.055718
Majorana phases alpha21, alpha31 (degrees): 90 180
P(nu_e->nu_mu) with these phases = 0.113641
|M_ee| without them = 1.24615 m0, with them = 0.99888 m0
Two generations: theta=35 deg, alpha=90 deg, masses 1 and 2 m0
  Im(M_ee M_mumu M_emu*^2) = 1.32453 m0^4
checks complete
```
